# Lanczos recursion and the continued fraction for the diagonal Green function: a numerical check

```python
"""
Result under test: Lanczos recursion from a normalized orbital u_0,
    b_{n+1} u_{n+1} = H u_n - a_n u_n - b_n u_{n-1},
makes a Hermitian H tridiagonal and gives the diagonal Green function
    G_00(z) = <u_0|(z-H)^(-1)|u_0>
            = 1/(z-a_0-b_1^2/(z-a_1-b_2^2/(...))).
a_n: chain site energies; b_n: positive chain hoppings; z: complex energy.
The fraction is exact when the recursion ends with b_M = 0.
g_n: Green function at the first site of the chain that starts at site n.
Model energies are in hartree; random test matrices are dimensionless.
"""
import numpy as np
from scipy.constants import physical_constants


def lanczos(H, start, max_steps=None):
    """Return a_0.., b_0.. (b_0 = 0, last entry = final residual), vectors."""
    limit = len(H) + 2 if max_steps is None else max_steps
    scale = np.linalg.norm(H, 2)
    vectors = [start / np.linalg.norm(start)]
    previous = np.zeros_like(vectors[0])
    a, b = [], [0.0]
    while True:
        current = vectors[-1]
        w = H @ current
        a.append(np.vdot(current, w).real)
        w = w - a[-1] * current - b[-1] * previous
        b.append(np.linalg.norm(w))
        if b[-1] < 1e-8 * scale or len(a) == limit:
            return np.array(a), np.array(b), np.array(vectors).T
        previous = current
        vectors.append(w / b[-1])


def fraction_tails(z, a, b, levels):
    """Evaluate the continued fraction from the bottom; entry n is g_n."""
    g = [0.0] * (levels + 1)
    for n in reversed(range(levels)):
        g[n] = 1.0 / (z - a[n] - b[n + 1]**2 * g[n + 1])
    return g


def direct_green(z, H, start):
    return np.vdot(start, np.linalg.solve(z * np.eye(len(H)) - H, start))


def fraction_moment(k, a, b, levels, radius):
    """Moment k of the truncated fraction from a contour integral."""
    points = radius * np.exp(2j * np.pi * (np.arange(256) + 0.5) / 256)
    values = [z**(k + 1) * fraction_tails(z, a, b, levels)[0]
              for z in points]
    return np.mean(values).real


def direct_moment(k, H, start):
    return np.vdot(start, np.linalg.matrix_power(H, k) @ start).real


def square_cluster(half_width, site_energy, hopping):
    axis = range(-half_width, half_width + 1)
    sites = [(x, y) for x in axis for y in axis]
    H = np.zeros((len(sites), len(sites)))
    for i, (x, y) in enumerate(sites):
        H[i, i] = site_energy(x, y)
        for j, (p, q) in enumerate(sites):
            if abs(x - p) + abs(y - q) == 1:
                H[i, j] = hopping
    start = np.zeros(len(sites))
    start[sites.index((0, 0))] = 1.0
    return H, start, sites


# General complex Hermitian matrix: orthogonality, tridiagonal form, fraction.
rng = np.random.default_rng(7)
R = rng.normal(size=(8, 8)) + 1j * rng.normal(size=(8, 8))
H = R + R.conj().T
H *= 1.5 / np.linalg.norm(H, 2)
u0 = rng.normal(size=8) + 1j * rng.normal(size=8)
u0 /= np.linalg.norm(u0)
a, b, U = lanczos(H, u0)
assert len(a) == 8
assert np.allclose(U.conj().T @ U, np.eye(8), atol=1e-9)
projected = U.conj().T @ H @ U
T = np.diag(a) + np.diag(b[1:8], 1) + np.diag(b[1:8], -1)
assert np.allclose(projected, T, atol=1e-9)
for z in (0.3 + 0.1j, -1.0 + 0.4j, 2.5 + 0.01j):
    g = fraction_tails(z, a, b, 8)
    assert abs(g[0] - direct_green(z, H, u0)) < 1e-8
    for n in range(8):
        tail = projected[n:, n:]
        end_site = np.eye(8 - n)[0]
        assert abs(g[n] - direct_green(z, tail, end_site)) < 1e-8
        assert g[n].imag < 0 and abs(g[n]) <= 1 / z.imag + 1e-10

# Truncation: 2N exact moments, then an error equal to the product of b^2.
for levels in range(1, 5):
    for k in range(2 * levels + 1):
        error = (direct_moment(k, H, u0)
                 - fraction_moment(k, a, b, levels, 3.0))
        expected = np.prod(b[1:levels + 1]**2) if k == 2 * levels else 0.0
        assert abs(error - expected) < 1e-9

# Early termination: degeneracy and a missing eigenvector shorten the chain.
Q = np.linalg.qr(R)[0]
levels_in = np.array([-2, -2, -1, 0.5, 0.5, 0.5, 1.5, 3.0])
amplitudes = np.array([0.5, 0.4, 0.7, 0.3, 0.6, 0.2, 0.0, 0.8])
H_deg = Q @ np.diag(levels_in) @ Q.conj().T
start_deg = Q @ (amplitudes / np.linalg.norm(amplitudes))
a_deg, b_deg, U_deg = lanczos(H_deg, start_deg)
assert len(a_deg) == len(set(levels_in[amplitudes != 0]))
z = 0.2 + 0.3j
assert abs(fraction_tails(z, a_deg, b_deg, len(a_deg))[0]
           - direct_green(z, H_deg, start_deg)) < 1e-8

# Locality: remote sites leave the first coefficients unchanged.
def uneven_energy(x, y):
    return 0.05 * np.sin(1.3 * x + 0.7 * y + 0.4)


H_small, s_small, sites_small = square_cluster(3, uneven_energy, -0.05)
H_large, s_large, sites_large = square_cluster(6, uneven_energy, -0.05)
a_small, b_small, U_small = lanczos(H_small, s_small, 5)
a_large, b_large, U_large = lanczos(H_large, s_large, 5)
assert np.allclose(a_small[:4], a_large[:4], atol=1e-12)
assert np.allclose(b_small[:4], b_large[:4], atol=1e-12)
assert abs(b_small[4] - b_large[4]) > 1e-5
for n in range(5):
    for i, (x, y) in enumerate(sites_large):
        if abs(x) + abs(y) > n:
            assert abs(U_large[i, n]) < 1e-12

# Long recursion with an isolated eigenvalue: effect of rounding.
H_long = np.diag(np.append(np.linspace(-1, 1, 199), 3.0))
s_long = np.ones(200) / np.sqrt(200)
a_long, b_long, U_long = lanczos(H_long, s_long, 60)
overlap_loss = np.max(np.abs(U_long.T @ U_long - np.eye(60)))
z_long = 0.2 + 0.2j
long_error = abs(fraction_tails(z_long, a_long, b_long, 60)[0]
                 - direct_green(z_long, H_long, s_long))
assert overlap_loss > 1e-3
assert long_error < 1e-6

# Worked 3 x 3 cluster.
hop = -0.05
energies = {0: -0.10, 1: 0.0, 2: 0.05}
H, u0, sites = square_cluster(
    1, lambda x, y: energies[abs(x) + abs(y)], hop)
a, b, U = lanczos(H, u0)
M = len(a)
assert M == 3
assert np.allclose(a, [energies[n] for n in range(3)], atol=1e-12)
assert np.allclose(b[1:3], 2 * abs(hop), atol=1e-12)
edge, corner = sites.index((1, 0)), sites.index((1, 1))
z = 0.05 + 0.05j
g = fraction_tails(z, a, b, M)
G_direct = direct_green(z, H, u0)
assert abs(g[0] - G_direct) < 1e-10

# Poles and weights from tail determinants, against the full spectrum.
D2 = np.poly1d([1, -a[2]])
D1 = np.poly1d([1, -a[1]]) * D2 - b[2]**2
D0 = np.poly1d([1, -a[0]]) * D1 - b[1]**2 * D2
poles = np.sort(D0.roots.real)
weights = D1(poles) / D0.deriv()(poles)
full_energies, full_vectors = np.linalg.eigh(H)
full_weights = np.abs(full_vectors.T @ u0)**2
for pole, weight in zip(poles, weights):
    same = np.abs(full_energies - pole) < 1e-9
    assert same.any() and abs(full_weights[same].sum() - weight) < 1e-10
assert abs(weights.sum() - 1) < 1e-10
ldos = -g[0].imag / np.pi
lorentz = np.sum(full_weights * z.imag / np.pi
                 / ((z.real - full_energies)**2 + z.imag**2))
assert abs(ldos - lorentz) < 1e-10

exact_moments = [direct_moment(k, H, u0) for k in range(5)]
two_level_moments = [fraction_moment(k, a, b, 2, 0.5) for k in range(5)]
assert np.allclose(exact_moments[:4], two_level_moments[:4], atol=1e-12)
moment_gap = exact_moments[4] - two_level_moments[4]
assert abs(moment_gap - b[1]**2 * b[2]**2) < 1e-12

hartree_ev = physical_constants["Hartree energy in eV"][0]
print(f"Cluster orbitals: {len(H)}; chain sites M: {M}")
print(f"Hopping: {hop:.3f} hartree")
for name, distance in (("centre", 0), ("edge", 1), ("corner", 2)):
    print(f"Site energy, {name}: {energies[distance]:.3f} hartree")
for n in range(M):
    print(f"a_{n}: {a[n] + 0.0:.6f} hartree")
for n in range(1, M):
    print(f"b_{n}: {b[n]:.6f} hartree")
print(f"u_1 amplitude on each edge: {U[edge, 1]:.4f} (no unit)")
print(f"u_2 amplitude on each corner: {U[corner, 2]:.4f} (no unit)")
print(f"z: {z.real:.3f} {z.imag:+.3f}i hartree")
for n in reversed(range(M)):
    print(f"g_{n}(z): {g[n].real:.6f} {g[n].imag:+.6f}i 1/hartree")
print(f"G_00 from 9x9 inverse: {G_direct.real:.6f} "
      f"{G_direct.imag:+.6f}i 1/hartree")
print(f"Broadened local density of states: {ldos:.6f} 1/hartree")
for levels in range(1, M + 1):
    value = fraction_tails(z, a, b, levels)[0]
    print(f"{levels}-level fraction: {value.real:.6f} "
          f"{value.imag:+.6f}i 1/hartree")
    print(f"  absolute error: {abs(value - G_direct):.3e} 1/hartree")
print("D_0 coefficients of z^2, z^1, z^0: "
      f"{D0.coeffs[1]:.6f} hartree, {D0.coeffs[2]:.6f} hartree^2, "
      f"{D0.coeffs[3]:.6f} hartree^3")
for k in range(M):
    print(f"Pole {k + 1}: {poles[k]:.6f} hartree = "
          f"{poles[k] * hartree_ev:.4f} eV; weight {weights[k]:.6f}")
for k in range(5):
    unit = "(no unit)" if k == 0 else f"hartree^{k}"
    print(f"Moment {k}, exact / two-level: {exact_moments[k]:.8f} / "
          f"{two_level_moments[k]:.8f} {unit}")
print(f"Moment 4 difference: {moment_gap:.8f} hartree^4")
print(f"b_4, 7x7 lattice: {b_small[4]:.8f} hartree")
print(f"b_4, 13x13 lattice: {b_large[4]:.8f} hartree")
print(f"Long test, largest orthogonality error: {overlap_loss:.3e} (no unit)")
print(f"Long test, Green function error: {long_error:.3e} (dimensionless)")
print("checks complete")
```

Output:

```
Cluster orbitals: 9; chain sites M: 3
Hopping: -0.050 hartree
Site energy, centre: -0.100 hartree
Site energy, edge: 0.000 hartree
Site energy, corner: 0.050 hartree
a_0: -0.100000 hartree
a_1: 0.000000 hartree
a_2: 0.050000 hartree
b_1: 0.100000 hartree
b_2: 0.100000 hartree
u_1 amplitude on each edge: -0.5000 (no unit)
u_2 amplitude on each corner: 0.5000 (no unit)
z: 0.050 +0.050i hartree
g_2(z): 0.000000 -20.000000i 1/hartree
g_1(z): 0.769231 -3.846154i 1/hartree
g_0(z): 5.068493 -3.150685i 1/hartree
G_00 from 9x9 inverse: 5.068493 -3.150685i 1/hartree
Broadened local density of states: 1.002894 1/hartree
1-level fraction: 6.000000 -2.000000i 1/hartree
  absolute error: 1.480e+00 1/hartree
2-level fraction: 2.000000 -6.000000i 1/hartree
  absolute error: 4.187e+00 1/hartree
3-level fraction: 5.068493 -3.150685i 1/hartree
  absolute error: 9.930e-16 1/hartree
D_0 coefficients of z^2, z^1, z^0: 0.050000 hartree, -0.025000 hartree^2, -0.000500 hartree^3
Pole 1: -0.175941 hartree = -4.7876 eV; weight 0.591831
Pole 2: -0.019535 hartree = -0.5316 eV; weight 0.334835
Pole 3: 0.145476 hartree = 3.9586 eV; weight 0.073334
Moment 0, exact / two-level: 1.00000000 / 1.00000000 (no unit)
Moment 1, exact / two-level: -0.10000000 / -0.10000000 hartree^1
Moment 2, exact / two-level: 0.02000000 / 0.02000000 hartree^2
Moment 3, exact / two-level: -0.00300000 / -0.00300000 hartree^3
Moment 4, exact / two-level: 0.00060000 / 0.00050000 hartree^4
Moment 4 difference: 0.00010000 hartree^4
b_4, 7x7 lattice: 0.10973723 hartree
b_4, 13x13 lattice: 0.11015298 hartree
Long test, largest orthogonality error: 6.916e-01 (no unit)
Long test, Green function error: 1.927e-10 (dimensionless)
checks complete
```
